# Macroscopic dielectric constant from the inverse dielectric matrix, with local fields: verification in Python

```python
# Result under test (Hartree atomic units): eps_M = 1/[eps^-1]_00(q->0) = H - W^T B^-1 W,
# and 1 <= eps_M <= H = eps_00 in the RPA at zero or imaginary frequency.
# eps = 1 - v^1/2 chi0 v^1/2 (symmetrised); H head, W wing, B body; v_G = 4 pi/(q+G)^2.
# Model A: chains, potential V0 cos(G x), G = 2 pi/a, 2 electrons per cell, one chain per
#   area AREA, charge smeared transversely; the root of v is taken as sqrt(4 pi)/(q+G), signed.
#   lam scales the G != 0 part of the interaction (lam = 1 is the RPA).
# Model B: simple cubic lattice of two-electron oscillators (length b), s->p transitions only.
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import quad, trapezoid
from scipy.optimize import minimize
from scipy.constants import physical_constants
EV = physical_constants["Hartree energy in eV"][0]
a, AREA, V0, NP, NG, NK = 5.0, 25.0, 0.25, 8, 6, 60
G, OM, n, g = 2*np.pi/a, a*AREA, np.arange(-NP, NP+1), np.arange(-NG, NG+1)

def bloch(k, V):
    return eigh(np.diag((k+G*n)**2/2) + V/2*(np.eye(n.size, k=1)+np.eye(n.size, k=-1)))

def transitions(q, V, nk):
    ws, ds = [], []
    for k in G*(np.arange(nk)-nk//2)/nk:
        (e0, c0), (e1, c1) = bloch(k, V), bloch(k+q, V)
        cv, cc, d = c0[:, 0], c1[:, 1:], e1[1:]-e0[0]
        pad = np.vstack([np.zeros((NG, 2*NP)), cc, np.zeros((NG, 2*NP))])
        rho = np.array([cv @ pad[NG+i:NG+i+n.size] for i in g]).T
        Q = q + G*g
        if q == 0:                       # k.p limit of rho(G=0)/q
            Q[NG] = 1.0
            rho[:, NG] = (cv*(k+G*n)) @ cc/d
        ws.append(rho/Q); ds.append(d)
    return np.vstack(ws), np.concatenate(ds)

def eps_matrix(q, xi=0.0, V=V0, nk=NK):  # at imaginary frequency i*xi
    w, d = transitions(q, V, nk)
    return np.eye(g.size) + 8*np.pi/(nk*OM)*(w.T*(2*d/(d*d+xi*xi))) @ w

def macro(E): return 1/np.linalg.inv(E)[E.shape[0]//2, E.shape[0]//2]

def schur(E, lam=1.0):
    o = g != 0
    W, B, I = E[o, NG], E[np.ix_(o, o)], np.eye(2*NG)
    return E[NG, NG] - lam*W @ np.linalg.solve(I+lam*(B-I), W)

def ring(N, lam, amp=1e-5):              # self-consistent ring, v_ext = 2 amp cos(G x/N)
    J = 6*N
    j, s = np.arange(-J, J+1), np.arange(-2*J, 2*J+1)
    idx = j[:, None]-j[None, :]+2*J
    base, vext = V0/2*(abs(s) == N), amp*(abs(s) == 1)
    vc = np.where(s == 0, 0.0, 4*np.pi/(G/N*np.maximum(abs(s), 1))**2)*np.where(abs(s) == 1, 1, lam)
    def dens(v):
        C = eigh(np.diag((G*j/N)**2/2)+(base+v)[idx])[1][:, :N]
        D = C @ C.T
        return 2/(N*OM)*np.array([np.trace(D, offset=int(t)) for t in s])
    n0, vi = dens(0*base), 0*base
    for _ in range(120):
        res = vc*(dens(vext+vi)-n0)-vi
        vi = vi+0.4*res
    assert abs(res).max() < 1e-12
    return amp/(vext+vi)[2*J+1]

def slab(N=24, field=2e-5, M=24):        # hard walls on barrier tops, v_ext = field*(x-L/2)
    L = N*a; h = a/M
    x, j, m = (np.arange(N*M)+0.5)*h, np.arange(1, 10*N+1), np.arange(1, 20*N+1)
    S, C = np.sqrt(2/L)*np.sin(np.pi/L*np.outer(x, j)), np.cos(np.pi/L*np.outer(x, m))
    def dens(v):
        Hm = np.diag((np.pi*j/L)**2/2)+h*(S.T*(V0*np.cos(G*x)+v)) @ S
        return 2/AREA*((S @ eigh(Hm)[1][:, :N])**2).sum(1)
    n0, vext, vi = dens(0*x), field*(x-L/2), 0*x
    hartree = lambda v: C @ (4*np.pi/(np.pi*m/L)**2*(2/(N*M))*(C.T @ (dens(v)-n0)))
    slope = lambda v: (v.reshape(N, M).mean(1)[N//2]-v.reshape(N, M).mean(1)[N//2-1])/a
    head = 1-slope(hartree(vext))/field
    for _ in range(60):
        res = hartree(vext+vi)-vi
        vi = vi+0.4*res
    assert abs(res).max() < 1e-9
    v = vext+vi; sl = slope(v); c = slice(N//2*M, (N//2+1)*M)
    ratio = 1j*G*np.mean((v[c]-sl*x[c])*np.exp(-1j*G*x[c]))/sl
    return head, field/sl, ratio

E = eps_matrix(0.0)
H, eM, Ei = E[NG, NG], macro(E), np.linalg.inv(E)
gap = np.diff(bloch(G/2, V0)[0])[0]
print(f"A: a = {a} bohr, area = {AREA} bohr^2, V0 = {V0} Ha, Omega = {OM} bohr^3, G = {G:.5f} 1/bohr")
print(f"A: gap at zone edge = {gap:.5f} Ha = {gap*EV:.3f} eV")
ev = np.linalg.eigvalsh(E)
assert abs(E-E.T).max() < 1e-12 and ev[0] > 1-1e-12
assert abs(schur(E)-eM) < 1e-11 and 1 < eM < H
assert abs(eps_matrix(1e-5)-E).max() < 1e-3                      # k.p head and wings
for f in (macro, lambda X: X[NG, NG]):                           # q^2 extrapolation
    assert abs((4*f(eps_matrix(5e-4))-f(eps_matrix(1e-3)))/3-f(E)) < 1e-7
assert abs(macro(eps_matrix(0.0, nk=90))-eM) < 1e-9
P = np.diag((g != 0)*1.0); chi0 = np.eye(g.size)-E
assert abs(1-np.linalg.solve(np.eye(g.size)-chi0 @ P, chi0)[NG, NG]-eM) < 1e-11
quadform = lambda y: np.insert(y, NG, 1.0) @ E @ np.insert(y, NG, 1.0)
assert abs(minimize(quadform, np.zeros(2*NG), method="BFGS").fun-eM) < 1e-7
W1, B11, B1m = E[NG+1, NG], E[NG+1, NG+1], E[NG+1, NG-1]
shells = [macro(E[NG-s:NG+s+1, NG-s:NG+s+1]) for s in range(4)]
assert abs(H-2*W1**2/(B11+B1m)-shells[1]) < 1e-10
assert np.all(np.diff(shells) < 0) and shells[3] > eM-1e-12
print(f"A: head H = {H:.6f}, bare alpha0 per cell = {(H-1)*OM/(4*np.pi):.4f} bohr^3")
print(f"A: W_1 = {W1:.6f}, W_2 = {E[NG+2, NG]:.6f}, B_11 = {B11:.6f}, B_1,-1 = {B1m:.6f}")
print(f"A: eigenvalues of eps: smallest {ev[0]:.6f}, largest {ev[-1]:.6f}")
for s, e in enumerate(shells): print(f"A: eps_M with |G| <= {s} G : {e:.6f}")
print(f"A: [eps^-1]_00 = {Ei[NG, NG]:.6f}, 1/H = {1/H:.6f}, eps_M = {eM:.6f}")
print(f"A: H - eps_M = {H-eM:.6f} = {100*(H-eM)/H:.2f} % of H")
sh, sm, sr = slab()
r1 = Ei[NG+1, NG]/Ei[NG, NG]
assert abs(sh/H-1) < 1e-4 and abs(sm/eM-1) < 1e-4 and abs(sr-r1) < 1e-4
print(f"A: slab, 24 cells, field 2e-5 a.u.: unscreened step {sh:.6f}, self-consistent {sm:.6f}")
print(f"A: E_G/E_0 matrix = {r1:.6f}, slab = {sr.real:.6f}")
Eq = eps_matrix(G/6, nk=6)
for lam in (1.0, -0.3):
    r = ring(6, lam)
    assert abs(r/schur(Eq, lam)-1) < 1e-6 and (r-Eq[NG, NG])*lam < 0
    print(f"A: ring q = G/6, lam = {lam}: head {Eq[NG, NG]:.6f}, formula {schur(Eq, lam):.6f}, ring {r:.6f}")
assert schur(E, -0.3) > H
print(f"A: q -> 0, lam = -0.3: eps_M = {schur(E, -0.3):.6f}")
for V in (0.1, 0.15, 0.5, 1.0, 2.0):
    X = eps_matrix(0.0, V=V)
    assert 1 < macro(X) < X[NG, NG]
    print(f"A: V0 = {V} Ha: H = {X[NG, NG]:.5f}, eps_M = {macro(X):.5f}")
for xi in (0.1, 0.5, 2.0):
    X = eps_matrix(0.0, xi=xi)
    assert 1 < macro(X) < X[NG, NG]
    print(f"A: omega = i*{xi} Ha: H = {X[NG, NG]:.6f}, eps_M = {macro(X):.6f}")
w, d = transitions(0.0, V0, NK)
om = np.linspace(0, 20, 2001); eta = 0.05; z = om+1j*eta
Ez = ((2*d/(d*d-z[:, None]**2)) @ (w[:, :, None]*w[:, None, :]).reshape(d.size, -1))
Ez = np.eye(g.size)+8*np.pi/(NK*OM)*Ez.reshape(-1, g.size, g.size)
D = (1/np.linalg.inv(Ez)[:, NG, NG]-Ez[:, NG, NG]).real
area, absarea = trapezoid(D, om), trapezoid(abs(D), om)
assert D[0] < 0 < D.max() and abs(area) < 1e-4*absarea
assert abs(np.log(D[2000]/D[1500])/np.log(om[2000]/om[1500])+4) < 0.5   # omega^-4 tail
print(f"A: eta = {eta} Ha: Re D(0) = {D[0]:.4f}, max Re D = {D.max():.4f} at omega = {om[D.argmax()]:.2f} Ha")
print(f"A: integral 0..20 Ha of Re D = {area:.1e} Ha, of |Re D| = {absarea:.4f} Ha")

aB, b = 10.0, 2.0
vol = aB**3
s1 = lambda x: (np.pi*b*b)**-0.25*np.exp(-x*x/(2*b*b))
p1 = lambda x: np.sqrt(2)*x/b*s1(x)
Qx, Qy = 0.7, 0.4
num = quad(lambda x: s1(x)*p1(x)*np.sin(Qx*x), -20, 20)[0]*quad(lambda x: s1(x)**2*np.cos(Qy*x), -20, 20)[0]
assert abs(num-Qx*b/np.sqrt(2)*np.exp(-(Qx**2+Qy**2)*b*b/4)) < 1e-8
alpha0 = 4*quad(lambda x: s1(x)*x*p1(x), -20, 20)[0]**2*b*b      # 2 spins * 2 d^2 / (1/b^2)
assert abs(alpha0-2*b**4) < 1e-6
F = (2*np.pi*b*b)**-1.5
assert abs(quad(lambda Q: Q*Q*np.exp(-Q*Q*b*b/2), 0, 10)[0]/(2*np.pi**2)/F-1) < 1e-7
mm = np.array([(i, j, k) for i in range(-5, 6) for j in range(-5, 6) for k in range(-5, 6)
               if 0 < i*i+j*j+k*k <= 25], float)
Gn = np.linalg.norm(mm, axis=1); ff = np.exp(-(2*np.pi/aB*Gn*b)**2/4)
y, S = 4*np.pi*alpha0/vol, (ff**2).sum()/3
alpha = 1/(1/alpha0+4*np.pi*F/3); u = 4*np.pi*alpha/vol
closed, cm = 1+y/(1+y*S), (1+2*u/3)/(1-u/3)
assert abs(S-(vol*F-1)/3) < 2e-4        # neighbour overlap ~ 6 exp(-a^2/2b^2) vol F/3
print(f"B: a = {aB} bohr, b = {b} bohr, level spacing = {1/b**2:.3f} Ha, G vectors = {len(mm)+1}")
print(f"B: alpha0 = {alpha0:.4f} bohr^3, F = {F:.6f} bohr^-3, alpha = {alpha:.4f} bohr^3")
print(f"B: y = {y:.6f}, S = {S:.6f}, (Omega F - 1)/3 = {(vol*F-1)/3:.6f}")
for name, qh in (("100", np.array([1., 0, 0])), ("111", np.ones(3)/np.sqrt(3))):
    U = np.vstack([qh, mm/Gn[:, None]*ff[:, None]])
    e = 1/np.linalg.inv(np.eye(len(U))+y*U @ U.T)[0, 0]
    assert abs(e-closed) < 1e-10 and abs(e-cm) < 1e-5 and 1+u < e < 1+y
    print(f"B: eps_M by inversion, q along [{name}] = {e:.6f}")
print(f"B: eps_00 = {1+y:.6f}, closed form = {closed:.6f}, Clausius-Mossotti = {cm:.6f}")
print(f"B: 1 + 4 pi alpha/Omega = {1+u:.6f}")
print("every check passed")
```

Running it gives:

```
A: a = 5.0 bohr, area = 25.0 bohr^2, V0 = 0.25 Ha, Omega = 125.0 bohr^3, G = 1.25664 1/bohr
A: gap at zone edge = 0.24845 Ha = 6.761 eV
A: head H = 3.202602, bare alpha0 per cell = 21.9097 bohr^3
A: W_1 = -0.509296, W_2 = 0.042327, B_11 = 1.312290, B_1,-1 = 0.086476
A: eigenvalues of eps: smallest 1.000177, largest 3.457079
A: eps_M with |G| <= 0 G : 3.202602
A: eps_M with |G| <= 1 G : 2.831729
A: eps_M with |G| <= 2 G : 2.830555
A: eps_M with |G| <= 3 G : 2.830553
A: [eps^-1]_00 = 0.353288, 1/H = 0.312246, eps_M = 2.830553
A: H - eps_M = 0.372048 = 11.62 % of H
A: slab, 24 cells, field 2e-5 a.u.: unscreened step 3.202602, self-consistent 2.830554
A: E_G/E_0 matrix = 0.363264, slab = 0.363264
A: ring q = G/6, lam = 1.0: head 2.784180, formula 2.498404, ring 2.498404
A: ring q = G/6, lam = -0.3: head 2.784180, formula 2.924321, ring 2.924321
A: q -> 0, lam = -0.3: eps_M = 3.380944
A: V0 = 0.1 Ha: H = 14.45854, eps_M = 12.37138
A: V0 = 0.15 Ha: H = 7.01266, eps_M = 6.04221
A: V0 = 0.5 Ha: H = 1.60216, eps_M = 1.49893
A: V0 = 1.0 Ha: H = 1.20173, eps_M = 1.17205
A: V0 = 2.0 Ha: H = 1.08379, eps_M = 1.07497
A: omega = i*0.1 Ha: H = 2.951877, eps_M = 2.643389
A: omega = i*0.5 Ha: H = 1.554295, eps_M = 1.512284
A: omega = i*2.0 Ha: H = 1.048515, eps_M = 1.047905
A: eta = 0.05 Ha: Re D(0) = -0.3542, max Re D = 0.8078 at omega = 0.29 Ha
A: integral 0..20 Ha of Re D = 5.3e-07 Ha, of |Re D| = 0.2238 Ha
B: a = 10.0 bohr, b = 2.0 bohr, level spacing = 0.250 Ha, G vectors = 515
B: alpha0 = 32.0000 bohr^3, F = 0.007937 bohr^-3, alpha = 15.5050 bohr^3
B: y = 0.402124, S = 2.312294, (Omega F - 1)/3 = 2.312235
B: eps_M by inversion, q along [100] = 1.208373
B: eps_M by inversion, q along [111] = 1.208373
B: eps_00 = 1.402124, closed form = 1.208373, Clausius-Mossotti = 1.208375
B: 1 + 4 pi alpha/Omega = 1.194842
every check passed
```
